Exchange enhancement factors of optB88, optB86b and LV-rPW86 in vdW-DF, part 1

(Sections cited here and not found follow in the second part.)

A vdW-DF calculation of a layered solid, an adsorbate on silver or a pair of surfaces needs one choice that the nonlocal correlation kernel does not make: the semilocal exchange to add to it. The energy is assembled as

E_xc = E_x^GGA + E_c^LDA + E_c^nl

The nonlocal term E_c^nl pulls fragments together, the exchange term resists or assists, and the binding distance is where these balance the kinetic and electrostatic terms of the total energy. The three partners treated here are optB88, optB86b and LV-rPW86, the last being the exchange of vdW-DF-cx. Choosing among them means knowing which range of reduced gradient the system samples and how each enhancement factor and its slope behave there. Describing each by a small-gradient coefficient and a large-gradient exponent is only partly adequate. The three coefficients have different origins, one fitted, one from the gradient expansion of exchange, one from the kernel. Two of the functionals grow as s^(2/5), an exponent that comes from a model and is not an exact constraint, and optB88 has no pure exponent.

Hartree atomic units are used and the density n is spin-unpolarized; a polarized system follows from E_x[n↑,n↓] = (E_x[2n↑] + E_x[2n↓])/2. With k = (3π²)^(1/3),

k_F = k n^(1/3),  s = |∇n|/(2k_F n),  ε = −3k_F/(4π)

E_x = ∫ n ε F(s) d³r,  nε = A_x n^(4/3),  A_x = −3k/(4π) = −0.738559

Because A_x is negative, a larger F lowers the energy. A prime on F means d/ds, and p(s) = sF′/F is the local exponent, equal to p for F ∝ s^p. The published forms, whose constants are inputs here, are

optB88: F = 1 + μs²/D,  D = 1 + βs asinh(cs)

with c = 2^(4/3) k = 7.795554, μ = 0.22 and μ/β = 1.2, so β = 0.183333;

optB86b: F = 1 + μs²/(1 + μs²)^(4/5),  μ = 0.1234

LV-rPW86: F = (1 + μ_LV s²)/(1 + t) + t G/(β_LV + t),  t = αs⁶

G = P^(1/15),  P = 1 + 1.851 s² + 17.33 s⁴ + 0.163 s⁶

with μ_LV = 0.8491/9 = 0.094344, α = 0.02178 and β_LV = 1.15. G is the refitted PW86 factor, and 1.851 = 15 × 0.1234.

The coefficient of s² in F has a precise meaning: it fixes the gradient part of the second-order exchange energy of a weak density wave. Take n = n₀(1 + δ cos qz) with δ small, and define the kernel f(q) by writing the second-order energy per volume as f n₀²δ²/4. The local part e₀(n) = A_x n^(4/3) has e₀″ = (4/9)A_x n^(−2/3) = (4/9)ε/n. Since n = k_F³/(3π²),

ε/n = −(3k_F/4π)(3π²/k_F³) = −9π/(4k_F²),  so e₀″ = −π/k_F²

The first-order term averages to zero, and the second-order term (1/2)e₀″ n₀²δ² cos²qz averages to e₀″ n₀²δ²/4, so the local kernel is −π/k_F². For the gradient part, |∇n| = n₀δq|sin qz| is already of first order, so s² = η²δ² sin²qz with η = q/(2k_F), and n₀εμs² averages to n₀εμη²δ²/2. Equating this to f n₀²δ²/4 gives a contribution 2εμη²/n₀ = −(9π/2k_F²)μη². Terms in s⁴ are of order δ⁴, so for any of these functionals, at every q,

f(q) = −(π/k_F²)[1 + (9/2)μη²]

The gradient expansion of pure exchange in the slowly varying gas has μ = 10/81 = 0.123457, an established value taken here as given, for which (9/2)μ = 5/9. optB86b adopts it, truncated to 0.1234. For a gas with r_s = 3.0 bohr, k_F = 0.63972 bohr⁻¹ and −π/k_F² = −7.6766 Ha bohr³. At η = 0.3 optB88 gives −7.6766 × (1 + 0.9900 × 0.09) = −8.3606, optB86b gives −7.6766 × (1 + 0.5553 × 0.09) = −8.0603, and LV-rPW86 gives −7.6766 × (1 + 0.4245 × 0.09) = −7.970. The optB88 gradient term is nearly twice that of the gradient expansion. Its μ and μ/β were adjusted so that the whole functional, kernel included, reproduces benchmark binding energies of weakly bound dimers, and no derivation yields them.

How far the s² term can be trusted depends on the next term. For optB88, asinh x = x − x³/6 + ..., so D = 1 + βc s² + O(s⁴), and 1/D = 1 − βc s² + ... gives

F = 1 + μs² − μβc s⁴ + ... = 1 + 0.22 s² − 0.314421 s⁴ + ...

with βc = 1.429185. The series of asinh(cs) converges only up to s = 1/c, about 0.13, and since D > 1 the term μs² by itself always overestimates F − 1. At s = 0.5 the true F − 1 is 0.04623 against μs² = 0.055, and at s = 1 it is 0.14625 against 0.22. Ranking the functionals by μ alone therefore overstates how different optB88 is. For optB86b the binomial series (1 + μs²)^(−4/5) = 1 − (4/5)μs² + ... gives

F = 1 + μs² − (4/5)μ²s⁴ + ... = 1 + 0.1234 s² − 0.012182 s⁴ + ...

For LV-rPW86, 1/(1 + t) = 1 − αs⁶ + ..., so the first term is 1 + μ_LV s² − αs⁶ + O(s⁸). In the second, t/(β_LV + t) = (α/β_LV)s⁶ + O(s¹²) and G = 1 + O(s²). Adding,

F = 1 + μ_LV s² + 0·s⁴ + α(1/β_LV − 1)s⁶ + O(s⁸)

and the s⁶ coefficient is 0.02178 × (1/1.15 − 1) = −0.0028409. The 0.1234 hidden in G first enters at order s⁸, and reading it as the small-s coefficient of LV-rPW86 is a mistake. The s⁶ term survives because the two weights do not add to one. Writing 1/(1 + t) = 1 − t/(1 + t) and combining the fractions,

1/(1 + t) + t/(β_LV + t) = 1 + t(1 − β_LV)/[(1 + t)(β_LV + t)]

which lies below one for β_LV = 1.15 at every finite t > 0. The form is a shaped switch and not a weighted average of two factors.

The value of μ_LV comes from the kernel. E_c^nl is built from a model response whose local scale is q₀ = −(4π/3)ε_xc^in, where the internal energy per electron is defined as

ε_xc^in = ε_c^LDA + ε(1 − Z_ab s²/9),  Z_ab = −0.8491

in the original vdW-DF kernel. Z_ab is the Langreth-Vosko screened-exchange gradient coefficient, an input. The construction divides the exchange-correlation energy of the model response into the semilocal energy E^in = ∫nε_xc^in and the remainder E_c^nl. Adding and subtracting E^in in the working formula, the LDA correlation cancels and

E_xc = E^in + E_c^nl + δE_x,  δE_x = ∫ nε [F(s) − 1 − μ_LV s²] d³r,  μ_LV = −Z_ab/9

δE_x is the part of the energy that the model response does not describe. By the series above its integrand starts as (μ − μ_LV)s² for the two opt functionals, with coefficient 0.125656 for optB88 and 0.029056 for optB86b, and only at s⁶ for LV-rPW86. The bracket for LV-rPW86 is −0.00061 at s = 1, −0.00126 at s = 2 and −0.21851 at s = 3, so consistency holds to about one part in a thousand of F (0.6% and 0.3% of the gradient term μ_LV s²) at s = 1 and 2 and is gone by s = 3. The value at s = 1 is not the series value −0.0028: with G set to 1 the higher terms of the switch give −0.0047, and G(1) − 1 = 0.222, far outside the range of its expansion since P(1) = 20.344, adds 0.222 × 0.02178/1.17178 = 0.0041. The consistency refers to this Z_ab only; with a kernel built on another internal coefficient it is lost.

The slopes follow from the quotient rule. For optB88, d asinh(x)/dx = 1/√(1 + x²) gives

D′ = β asinh(cs) + βcs/√(1 + c²s²),  F′ = 2μs/D − μs²D′/D²

For optB86b, with w = 1 + μs² and w′ = 2μs, F′ = 2μs w^(−4/5) − (4/5)μs²·2μs w^(−9/5) = 2μs w^(−9/5)[w − (4/5)μs²], that is

F′ = 2μs(1 + μs²/5)/(1 + μs²)^(9/5)

For LV-rPW86, t′ = 6αs⁵, G′ = GP′/(15P), and the derivative of t/(β_LV + t) is [t′(β_LV + t) − t t′]/(β_LV + t)² = β_LV t′/(β_LV + t)², so

F′ = 2μ_LV s/(1 + t) − (1 + μ_LV s²)t′/(1 + t)² + β_LV t′G/(β_LV + t)² + tG′/(β_LV + t)

The enhancement factors F are

  s     optB88    optB86b   LV-rPW86
 0.0   1.00000   1.00000   1.00000
 0.5   1.04623   1.03011   1.02355
 1.0   1.14625   1.11243   1.09374
 1.5   1.26508   1.22823   1.21166
 2.0   1.38910   1.35809   1.37612
 2.5   1.51322   1.48817   1.52757
 3.0   1.63560   1.61099   1.63059
 4.0   1.87322   1.82550   1.77286
 5.0   2.10148   2.00069   1.88799
10.0   3.14486   2.55307   2.33631

and the slopes dF/ds are

  s     optB88    optB86b   LV-rPW86
 0.0   0.00000   0.00000   0.00000
 0.5   0.16327   0.11755   0.09400
 1.0   0.22579   0.20510   0.18700
 1.5   0.24543   0.25140   0.28705
 2.0   0.24909   0.26341   0.34549
 2.5   0.24684   0.25450   0.24941
 3.0   0.24251   0.23586   0.17245
 4.0   0.23277   0.19356   0.12396
 5.0   0.22399   0.15845   0.10807
10.0   0.19706   0.08075   0.07723

The row s = 1 can be reproduced by hand. For optB88, asinh(7.795554) = 2.75079, D = 1 + 0.183333 × 2.75079 = 1.50431 and F = 1 + 0.22/1.50431 = 1.14625. For optB86b, 1.1234^(0.8) = 1.09756 and F = 1 + 0.1234/1.09756 = 1.11243. For LV-rPW86, G = 20.344^(1/15) = 1.22244 and F = 1.094344/1.02178 + 0.02178 × 1.22244/1.17178 = 1.07102 + 0.02272 = 1.09374. The three F stay within about 5 per cent of one another up to s = 3, while the largest and smallest slopes differ by about 20 per cent at s = 1 and 40 per cent at s = 2 and 3. All three slopes peak near s = 2: 0.2491 at s = 1.977 for optB88, 0.2634 at 1.984 for optB86b, and 0.3485 at 1.920 for LV-rPW86, close to the switch point t = 1 at s = α^(−1/6) = 1.89. LV-rPW86 has the smallest slope at s = 0.5 and 1, the largest at 1.5 and 2, lies between the other two at 2.5, and is the smallest again at the tabulated values from 3 to 10.

At large s the optB86b exponent is read from the power of the denominator. Factoring μs² out of it,

F − 1 = (μs²)^(1 − 4/5) [1 + 1/(μs²)]^(−4/5) → K s^(2/5),  K = μ^(1/5) = 0.65806

A denominator power ω gives the exponent 2 − 2ω: ω = 4/5 gives 2/5, and ω = 1, the form of PBE and revPBE, gives a constant, as does the exponential form of RPBE. One parameter μ sets both ends of optB86b, so the prefactor K is not independent of the gradient coefficient. The additive 1 makes the approach slow. With F = 1 + Ks^(2/5), p = (2/5)Ks^(2/5)/(1 + Ks^(2/5)), and at s = 10⁴, where Ks^(2/5) = 0.65806 × 39.81 = 26.20, this is 0.4 × 26.20/27.20 = 0.3853.

In LV-rPW86 the first term tends to μ_LV s²/(αs⁶) ∝ s⁻⁴, the weight of G tends to 1, and P → 0.163 s⁶, so

F → 0.163^(1/15) s^(6/15) = 0.88609 s^(2/5)

The s⁶ term of P overtakes the s⁴ term only at s = √(17.33/0.163) = 10.311. From s of about 1 up to that point, the local exponent of G is nearer to 4/15 = 0.26667, the value for P ∝ s⁴, than to 2/5. From the tables, p(4) = 4 × 0.12396/1.77286 = 0.280, much nearer 4/15 than 2/5.

For optB88, asinh x = ln 2x + O(1/x²). With L = ln(2cs), the term βsL dominates D and the fraction dominates F, so ln F → ln(μ/β) + ln s − ln L, and since dL/d ln s = 1,

F → (μ/β) s/ln(2cs),  p → 1 − 1/ln(2cs)

The local exponent creeps towards 1 without becoming constant. The computed exponents are

  s      optB88   optB86b  LV-rPW86  1 − 1/L
    1   0.1970   0.1844   0.1710   0.6359
    3   0.4448   0.4392   0.3173   0.7399
   10   0.6266   0.3163   0.3306   0.8020
  100   0.8216   0.3234   0.3986   0.8640
10000   0.9155   0.3853   0.4000   0.9164

The optB86b exponent overshoots 2/5 near s = 3, has fallen to 0.3163 by s = 10, passes through a minimum just under 0.30 near s = 20, and returns from below. At s of a few units none of the functionals is in its asymptotic regime.

The shape s/ln s is inherited from B88, where it serves an atomic tail. Far outside a finite system the exchange hole, which holds one electron, stays behind at distance r, so the conventional energy per electron tends to −1/(2r). Let n ∝ e^(−ar). Then |∇n|/n = a, s = a/(2k_F), and k_F ∝ e^(−ar/3), so ln(2cs) = ln(ca/k_F) = ar/3 + constant. The factors of k_F cancel in εF:

εF → −(3k_F/4π)(μ/β)(a/2k_F)/(ar/3) = −(9/8π)(μ/β)/r

The decay constant has dropped out, and −1/(2r) requires μ/β = 4π/9 = 1.39626. B88 is written per spin as −C_X n_σ^(4/3) − b n_σ^(4/3) x²/(1 + 6bx asinh x), with x = |∇n_σ|/n_σ^(4/3) and C_X = (3/2)(3/4π)^(1/3). For n_σ = n/2, x = 2^(1/3)|∇n|/n^(4/3) = 2^(1/3)·2k s = cs, which explains c. Dividing by the local term gives μ = bc²/C_X and β = 6bc, so for any b

μ/β = c/(6C_X) = 2^(4/3)(3π²)^(1/3)(4π/3)^(1/3)/9 = 2^(4/3)(4π³)^(1/3)/9 = 4π/9

With b = 0.0042, an input, B88 has μ = 0.27429 and β = 0.19645. optB88 lowers the ratio to 1.2, so r εF → −(9/8π) × 1.2 = −0.42972 Ha bohr, a fraction 0.8594 of the exact −0.5. It keeps the shape and gives up the condition that motivated it.

The exponent 2/5 rests on a different picture, in which the hole stays around the electron. For real orbitals of one spin let γ(r,r′) = Σψ_i(r)ψ_i(r′). The hole depth is h = γ²/n_σ(r); orthonormality gives ∫γ² d³r′ = n_σ(r), so ∫h d³u = 1 with u = r′ − r, and the energy per electron is −(1/2)∫h/u d³u. Averaged over directions of u, a Taylor series loses its linear term and u_i u_j → u²δ_ij/3, leaving the value at u = 0 plus (u²/6) times the Laplacian in r′. That Laplacian is ∇′²γ² = 2γ∇′²γ + 2|∇′γ|². At r′ = r, γ = n_σ and ∇′γ = Σψ∇ψ = ∇n_σ/2. With T = Σ|∇ψ_i|², the identity ∇²n_σ = 2Σψ∇²ψ + 2T gives ∇′²γ = ∇²n_σ/2 − T. Inserting and dividing by n_σ,

h(u) = n_σ + (u²/6)[∇²n_σ − 2T + |∇n_σ|²/(2n_σ)] + ...

The model keeps only the last term of the bracket. For n_σ = n/2 its coefficient is C = |∇n_σ|²/(12n_σ) = |∇n|²/(24n), and |∇n| = 2k_F n s with n = k_F³/(3π²) turns this into C = k_F² n s²/6 = k_F⁵s²/(18π²). The growing parabola is cut off by a fixed shape g with one length R:

h(u) = (n/2 + Cu²) g(u/R),  m_j = ∫₀^∞ y^j g(y) dy

The small-gradient coefficients, slopes and large-s forms of the three enhancement factors are now established, and the model hole behind the exponent 2/5 has been set up. It remains to derive that exponent from the hole's normalization, to find what it does to the exchange interaction of two facing surfaces, and to check the results numerically.
